# Kerker-Mixed Kohn-Sham Jellium Slabs and Work-Function Convergence with Thickness

## Two obstacles to a reliable work function

Take a metal slab with the electron density of aluminium and iterate the Kohn-Sham equations, mixing 10% of each new density into the old one. If the density is kept mirror symmetric at every step, the iteration for a slab 1.08 nm thick is stable near the solution. For one twice as thick it is not: charge swings between the centre and the surfaces with growing amplitude, because the largest stable fraction has fallen from 0.128 to 0.036.

Suppose this is cured and the work function $W$ is compared at two thicknesses. At 1.123 nm and 1.168 nm the values are 3.840 and 3.833 eV. They agree within 0.01 eV, yet both lie about 0.07 eV above the thick-slab value. Agreement between two thicknesses is not convergence when $W$ oscillates with thickness.

## The equations to be iterated

Hartree atomic units are used in the derivations. Potentials are potential energies of an electron. The positive background has density $n_0$ and thickness $L$, and is centred in a box of length $D$ with vacuum on both sides. The system is uniform in the plane, mirror symmetric, spin-unpolarized and at zero temperature. Exchange and correlation are treated in the local density approximation (LDA), with the Perdew-Wang correlation energy.

The motion across the slab gives subband energies $\varepsilon_i$ and orbitals $\psi_i(z)$. In the plane, subband $i$ is filled up to $k^2/2=\mu-\varepsilon_i$. With two spins it holds, per area,
$$f_i=\frac{2\,\pi k^2}{(2\pi)^2}=\frac{k^2}{2\pi}=\frac{\mu-\varepsilon_i}{\pi},$$
or zero if $\varepsilon_i>\mu$. Neutrality requires $\sum_i f_i=n_0L$. For any $j$, the sum $\sum_{i\le j}(\mu-\varepsilon_i)$ cannot exceed the sum of the positive terms, which is $\pi n_0L$. Hence
$$\mu\le\frac1j\Big(\pi n_0L+\sum_{i\le j}\varepsilon_i\Big),$$
with equality when $j$ is the number of occupied subbands. The Fermi level is the minimum of the right side over $j$.

Expand the orbitals in $\sqrt{2/D}\,\sin(m\pi z/D)$ and the effective potential as $v=\sum_k a_k\cos(k\pi z/D)$. The identity $2\sin A\sin B=\cos(A-B)-\cos(A+B)$ gives
$$V_{mn}=\frac1D\int_0^D v\left[\cos\frac{(m-n)\pi z}{D}-\cos\frac{(m+n)\pi z}{D}\right]dz=b_{|m-n|}-b_{m+n},$$
where $b_0=a_0$ and $b_k=a_k/2$ for $k>0$.

Poisson's equation for an electron's energy is $v_{es}''=4\pi(n_+-n)$, with $n_+$ the background. Since $\cos qz$ differentiated twice gives $-q^2\cos qz$,
$$v_{es,q}=\frac{4\pi(n-n_+)_q}{q^2},\qquad v_{es,0}=-\sum_{q>0}v_{es,q}.$$
The second condition sets $v_{es}=0$ at the box wall, in the vacuum, so $W=-\mu$. For a background between $z_1$ and $z_2$ the coefficients are $n_{+,q}=(2n_0/Dq)(\sin qz_2-\sin qz_1)$. The edge need not fall on a grid point, and $L$ can be varied continuously.

## Why plain mixing fails

Let $F[n]$ be the density produced by input $n$, with fixed point $n^*$. Plain mixing is $n\to n+\alpha(F[n]-n)$. For a small error $e=n-n^*$,
$$e\to(1-\alpha J)e,\qquad J=1-\chi_0(v_C+f_{xc}).$$
Here $\chi_0$ is the density response of independent electrons, $v_C$ the Coulomb kernel and $f_{xc}$ the derivative of the exchange-correlation potential. If the eigenvalues $\lambda$ of $J$ are real and positive, every error decays when $|1-\alpha\lambda|<1$, that is, when $\alpha<2/\lambda_{max}$.

To estimate $\lambda_{max}$, neglect $f_{xc}$, let the density of states $N_0=k_F/\pi^2$ respond locally, and confine the charge to the background region. Then $\delta n_{out}=-N_0(\delta v-\delta\mu)$. With $z$ measured from the centre, a symmetric neutral error leaves no field outside, so $\delta v'=0$ at $z=\pm L/2$. The modes are $\cos qz$ with $q=2\pi m/L$. For such a mode $\delta v=(4\pi/q^2)\delta n$ plus a constant, and neutrality makes $\delta\mu$ cancel the constant. Therefore $\delta n_{out}=-(k_{TF}^2/q^2)\,\delta n$ with $k_{TF}^2=4\pi N_0=4k_F/\pi$, and the longest symmetric wave, $m=1$, gives
$$\lambda_{max}\approx1+k_{TF}^2\left(\frac{L}{2\pi}\right)^2 .$$

For $k_{TF}=20.51$ nm$^{-1}$ and $L=1.078$ nm this is $1+3.52^2=13.4$; for $L=2.156$ nm it is 50.5. These values hold only when mirror-odd components are removed at every step, as they are here. Otherwise the odd mode $\sin(\pi z/L)$, which moves charge from one face to the other and also leaves no field outside, has $q=\pi/L$ and $\lambda\approx1+7.04^2=50.5$ already at 1.078 nm. The limit then falls to about 0.04 or lower, and rounding noise is enough to make 10% mixing diverge in the thinner slab too. The matrix $J$ was also found numerically, by changing each symmetric cosine component of the converged density with $q$ below 76 nm$^{-1}$ by $10^{-5}n_0$ and recording the output. Its largest eigenvalues are 15.7 and 55.0, which are 17% and 9% above the estimates. Inserting them in the formula and solving for the width gives 1.173 and 2.252 nm, about 0.095 nm more than $L$ in both cases. Electron spill-out, which widens the region in which charge can slosh, would act in this direction. The neglected $f_{xc}$ and the assumed local response also affect the eigenvalue, and the contributions were not separated.

The stability limit was tested on the thinner slab by adding the top eigenvector to the converged density and taking 12 plain steps. At 1.25 times the limit, $\alpha\lambda_{max}=2.5$, so each step multiplies the error by $-1.5$. The predicted growth is $1.5^{12}=130$; the observed growth is 129. The minus sign is the sloshing: the excess charge changes place at each step. At 0.75 times the limit the error fell to $2.3\times10^{-3}$ of its initial size. The top mode alone would have given $0.5^{12}=2.4\times10^{-4}$; the source of the remainder was not examined. Slower modes in the starting error and the finite tolerance of the converged density can both contribute.

## What Kerker damping cures, and what it does not

Kerker mixing multiplies each component of the residual $R=F[n]-n$ by
$$K_q=\frac{q^2}{q^2+k_0^2},\qquad k_0=k_{TF},$$
so the error obeys $e\to(1-\alpha KJ)e$. In the bulk metal, within the same estimate,
$$K_qJ_q=\frac{q^2}{q^2+k_0^2}\cdot\frac{q^2+k_{TF}^2}{q^2}=1 .$$
The divergence at small $q$ has cancelled. Among the symmetric components below 76 nm$^{-1}$ the largest eigenvalue of $KJ$ is 0.94 at 1.078 nm and 0.98 at 2.156 nm. The first value lies close to $K_q=0.93$ at the cutoff; shorter waves, for which $J$ and $K$ both tend to 1, bring the largest eigenvalue close to 1. The limit on $\alpha$ is thus about 2, and $\alpha=0.7$ is far below it for both slabs.

The vacuum behaves differently. There are almost no electrons there to respond, so $J\approx1$ and $KJ\approx K$, which is small for long waves. Charge placed in the vacuum by an early iteration is removed slowly. For the thinner slab the smallest eigenvalue of $KJ$ among symmetric modes is 0.022 with 0.741 nm of vacuum on each side, and 0.007 with twice that vacuum at the same $L$. In the first case the slowest error is multiplied by $1-0.7\times0.022=0.985$ at each step, and Kerker mixing alone needs 680 iterations.

Anderson extrapolation removes these few slow modes. Near the solution $R=-Je$ is linear in the input. If $\Delta n_j$ and $\Delta R_j$ are the differences between the current and earlier inputs and residuals, the input $n-\sum_j\gamma_j\Delta n_j$ has residual $R-\sum_j\gamma_j\Delta R_j$. One chooses $\gamma_j$ to make the latter smallest and takes the Kerker step from there. This reduces the 680 iterations to 19.

The algorithm is:

1. Start from the background smoothed by the factor $e^{-q^2/2}$.
2. Compute $v_{es}$ and the exchange-correlation potential, diagonalize, find $\mu$, and form the output density, keeping only its mirror-even components.
3. Stop when $4\pi|R_q|/q^2<10^{-6}$ hartree for every $q>0$.
4. Otherwise find $\gamma_j$ from up to eight stored iterations by least squares, with weight $1/q$ on each component.
5. Set $n\leftarrow n-\sum_j\gamma_j\Delta n_j+\alpha K(R-\sum_j\gamma_j\Delta R_j)$ and return to step 2.

The stopping rule measures the residual as a potential because a density residual that looks negligible can carry a large potential at small $q$. The weight $1/q$ has the same origin: $\sum_q|R_q|^2/q^2$ is proportional to the electrostatic energy of the residual.

## An edge relation as an independent check

The electrostatic energy is quadratic in $n-n_+$, so its derivative with respect to $n_+(z)$ is $-v_{es}(z)$. The energy is stationary with respect to the orbitals. For small changes of electron number and background, therefore,
$$dE=\mu\,dN-\int v_{es}\,\delta n_+\,dz .$$
Thicken the slab by $dL$ at fixed $n_0$. Then $dN=n_0\,dL$, and background of amount $n_0\,dL/2$ appears at each edge, where $v_{es}$ has the same value by symmetry. Hence, at any thickness,
$$\frac1{n_0}\frac{dE}{dL}=\mu-v_{es}(\text{edge}).$$

This was tested at $L=6.3$ oscillation periods ($6.3\times0.1796=1.13$ nm). Total energies at thicknesses 0.1 bohr above and below give $-0.2401$ eV for the left side; the potential gives $-0.2402$ eV for the right.

For a thick slab $E=n_0\varepsilon L+2\sigma+E_{size}(L)$, where $\varepsilon$ is the bulk energy per electron, $\sigma$ the surface energy and $E_{size}$ a remainder that dies out. The left side then tends to $\varepsilon=-0.219$ eV, which is the Budd-Vannimenus relation in one of its forms. It supplies a second estimate of the work function,
$$W_{edge}=-\varepsilon-v_{es}(\text{edge}),\qquad W_{edge}-W=\frac1{n_0}\frac{dE_{size}}{dL}.$$
Averaged over a thickness interval $P$, the difference is $[E_{size}(L+P)-E_{size}(L)]/(n_0P)$. It is small if $E_{size}$ nearly repeats after $P$, even where $W$ and $W_{edge}$ differ at each single thickness.

## Convergence with thickness

Deep in a thick slab the orbitals are standing waves with $kL+\phi=j\pi$, where $\phi$ is a phase from the surfaces. A new subband reaches the Fermi level whenever $k_FL+\phi$ grows by $\pi$, so size effects repeat with period $P=\pi/k_F$. For $k_F=17.49$ nm$^{-1}$, $P=0.1796$ nm.

Four thicknesses spaced by $P/4$ were computed in each of three ranges, with the vacuum width held fixed. All twelve runs took 19 to 24 iterations.

| Mean $L$ (nm) | Mean $W$ (eV) | Spread of $W$ (eV) | Mean $W_{edge}$ (eV) |
|---|---|---|---|
| 0.606 | 3.781 | 0.288 | 3.781 |
| 1.145 | 3.771 | 0.153 | 3.771 |
| 2.223 | 3.768 | 0.065 | 3.768 |

The spread is the largest minus the smallest of four samples, so it is only a lower bound on the full oscillation. Even near 2.2 nm, one of the four slabs misses the mean by 0.04 eV, and thicknesses between the samples can miss it by more. The mean varies much less: it moves by 0.010 eV and then by 0.003 eV. For an oscillation of constant amplitude, four equally spaced samples cancel the first three harmonics but not the fourth. Here the amplitude also falls within each period, so even the first three do not cancel completely. Moves this small may therefore be partly sampling error, and no law of convergence can be read from them. The jellium work function is about 3.77 eV.

The other numerical errors are smaller. For the 1.078 nm slab, raising the basis cutoff from 66 to 94 nm$^{-1}$ and the vacuum from 0.741 to 0.953 nm together changes $W$ by 0.0002 eV. Solving for the orbitals in the same converged potential by finite differences on 6000 intervals, and integrating Poisson's equation directly, reproduces $\mu$ and the mid-slab electrostatic potential within 0.0003 eV. Thickness is thus the main numerical error, but the model error is much larger.

## What jellium leaves out of a gate metal

The comparisons below hold $L$ at 1.078 nm, where $W=3.687$ eV. The oscillation does not cancel in the differences, because a potential step also alters the oscillation. Differences between cases can therefore be wrong by 0.2 eV or more, and only their general size is meaningful.

**Lattice binding.** Jellium at this density is not in equilibrium: $n\,d\varepsilon/dn=2.475$ eV, not zero. Place an ion of valence $Z$ in a sphere of radius $r_0$ filled with uniform electrons. Per electron, the attraction to the ion is $-3Z/2r_0$ and the electrons' mutual repulsion is $3Z/5r_0$, in total $-9Z/10r_0$. Add a core repulsion $\bar w$ proportional to $n$. Because $1/r_0\propto n^{1/3}$, zero pressure requires
$$n\frac{d\varepsilon}{dn}-\frac{3Z}{10r_0}+\bar w=0 .$$
The mean potential felt by an electron in the sphere counts the mutual repulsion twice: $-3Z/2r_0+6Z/5r_0+\bar w=-3Z/10r_0+\bar w$. By the previous line this equals $-n\,d\varepsilon/dn$. The omitted lattice therefore acts, on average, as a potential step of $-2.475$ eV inside the background. With it, $W$ rises to 4.11 eV.

**Facets.** To distinguish crystal faces, replace the spheres by planes of ions with spacing $d$. Between planes the averaged potential is $-2\pi n(d/2-|z|)^2$, whose mean is $-2\pi nd^2/12$. The spherical value is $-3Z/10r_0=-2\pi nr_0^2/5$, since $n=3Z/4\pi r_0^3$. Replacing one by the other adds $2\pi n(r_0^2/5-d^2/12)$ to the step.

| Facet | Inner step (eV) | $W$ (eV) |
|---|---|---|
| (111) | $-1.73$ | 3.90 |
| (100) | 0.13 | 3.68 |
| (110) | 2.92 | 3.61 |

The thickness of 1.078 nm corresponds to 4.6, 5.3 and 7.5 atomic layers of these facets, not to whole numbers. The table therefore shows how the model responds to the step, not the work functions of real crystal slabs. At this thickness, steps that differ by 4.7 eV change $W$ by only 0.28 eV (about 0.5 eV when averaged over a period of thickness). To see why, let the step be $s$. Then $\partial E/\partial s$ is the number of electrons inside the edges, and since $\mu=\partial E/\partial N$ at fixed background,
$$\frac{\partial\mu}{\partial s}=\frac{\partial N_{inside}}{\partial N},$$
the fraction of an added electron that settles inside. Added charge collects at the surfaces, largely beyond the edge. The lattice-binding result gives an average fraction of $(4.112-3.687)/2.475=0.17$. The fraction is not constant: it averages $0.216/0.741=0.29$ between steps of $-2.475$ and $-1.734$ eV, and only $0.066/2.79=0.02$ between 0.13 and 2.92 eV.

**Temperature.** Electronic occupation at 300 K changes $W$ by less than 0.0001 eV in this slab.

**Oxide contact.** Let an oxide begin 0.15 nm outside the edge, with electron affinity 2 eV and electronic permittivity 4. The Fermi level then lies 4.09 eV below the vacuum reference, and the barrier to the oxide's conduction band is 2.09 eV. Subtracting the affinity from the bare $W$ would have given 1.69 eV. The lowered potential outside attracts added charge and lowers $\mu$, by the argument just used for the step. The permittivity also acts, and the two effects were not separated. The 0.15 nm gap is a chosen input to which the result is sensitive: moving the oxide edge by 0.05 nm shifts the Fermi level and the barrier by about 0.2 eV.

**Comparison with real gates.** The density, $1.8\times10^{23}$ cm$^{-3}$, is that of aluminium, whose polycrystalline work function is roughly 4.2 eV; bare jellium is about 0.4 eV too low. The averaged lattice correction is of that size, but the facet steps give different changes, two of them of opposite sign, so this agreement does not validate the correction. The oxide values are rough ones of the kind used for hafnium oxide, and the electronic permittivity leaves out the oxide's ions, which also screen charge in a static contact. Gate metals with d electrons or polar bonds, such as titanium nitride, lie outside this model. In a polycrystalline gate, with the oxide charge unchanged, the flat-band voltage under a wide grain shifts by the grain's change of effective work function at the oxide contact, divided by the electron charge. The facet values in the table are for bare surfaces. Since the oxide itself changes $W$, their spread should not be read as a spread of flat-band voltage; the facets would have to be recomputed with the oxide present. Interface bonds, atomic relaxation, defects and LDA errors are not included. The complete values are in the numerical output.

## Calculated quantities

```
lattice constant (rough input) 0.405 nm, valence electrons per atom 3
electron density 1.806e+23 cm^-3, r_s 2.074 bohr
Fermi wavevector 17.49 nm^-1, oscillation period 0.1796 nm
Kerker = Thomas-Fermi wavevector 20.51 nm^-1
mixing fraction 0.7, vacuum each side 0.741 nm, basis cutoff 66.1 nm^-1
bulk energy per electron -0.219 eV, n d(eps)/dn 2.475 eV
thickness nm | W = -mu eV | W from edge eV | iterations
  0.539 | 3.6357 | 3.7157 | 21
  0.584 | 3.9234 | 3.8985 | 19
  0.629 | 3.8965 | 3.8347 | 20
  0.674 | 3.6703 | 3.6758 | 22
  1.078 | 3.6872 | 3.7247 | 19
  1.123 | 3.8403 | 3.8247 | 19
  1.168 | 3.8332 | 3.8048 | 22
  1.213 | 3.7239 | 3.7286 | 21
  2.156 | 3.7304 | 3.7447 | 21
  2.201 | 3.7939 | 3.7872 | 22
  2.246 | 3.7951 | 3.7843 | 24
  2.290 | 3.7526 | 3.7548 | 22
period mean: thickness nm | W eV | spread eV | edge W eV | spread eV
  0.6063 | 3.7815 | 0.2876 | 3.7812 | 0.2227
  1.1452 | 3.7712 | 0.1530 | 3.7707 | 0.1000
  2.2231 | 3.7680 | 0.0647 | 3.7677 | 0.0425
dE/(n dL): energies -0.24012 eV, edge formula -0.24022 eV
real-space check: Fermi level differs -0.00002 eV, mid potential -0.00021 eV
W change with larger basis and vacuum 0.00019 eV
thickness nm | vacuum nm | plain max | estimate | Kerker max | Kerker min
  1.078 | 0.741 | 15.653 | 13.382 | 0.941 | 0.022
  2.156 | 0.741 | 55.036 | 50.530 | 0.982 | 0.018
  1.078 | 1.482 | 15.645 | 13.382 | 0.941 | 0.007
growth exponent of plain maximum with thickness 1.81
plain mixing limit, thin slab 0.1278, thick slab 0.0363
error factor after 12 plain steps: at 0.75 of limit 2.28e-03, at 1.25 of limit 1.29e+02
iterations: Kerker only 680, with Anderson 19
reference slab for neglected effects 1.078 nm, W 3.687 eV
lattice binding: inner step -2.475 eV, W 4.112 eV
facet (111): inner step -1.734 eV, W 3.896 eV
facet (100): inner step 0.128 eV, W 3.678 eV
facet (110): inner step 2.921 eV, W 3.612 eV
facet-to-facet spread of W 0.284 eV
electronic temperature 300 K: W shift 0.0000 eV
oxide model: affinity 2.0 eV, permittivity 4.0, gap 0.15 nm
oxide contact: effective W 4.092 eV, shift 0.405 eV, barrier 2.092 eV
```
